# Clustering statistics of percolation breakdown with gamma-distributed severity, part 2

A thin insulating film has \(N\) columns of \(n\) cells. A device fails when every cell of at least one column is defective. At fixed barrier shift \(\delta\), cells fail independently, with probability

\[
p=\left(\frac{rt}{\tau}\right)^m,\qquad r=e^{-\delta/\theta},\qquad \theta=k_BT,
\]

until \(p\) reaches one. A column has failed with probability \(p^n=x/N\), where \(x=GH\) and

\[
\beta=mn,\qquad G=e^{-\beta\delta/\theta},\qquad H=N\left(\frac t\tau\right)^\beta .
\]

The severity \(G\) is shared by all columns of a device and constant in time. For large \(N\), a device survives with probability \(e^{-x}\); the error is at most \(4/(e^2N)\). Angle brackets average over devices. The reference barrier, from which \(\delta\) is measured, is chosen so that \(\langle G\rangle=1\), making \(H\) the mean cumulative hazard. Times are ratios to \(\tau\); energies are in hartree or eV.

From part (c), the gamma density of \(G\), with variance \(1/a\), and its moments are

\[
f(g)=\frac{a^a}{\Gamma(a)}\,g^{a-1}e^{-ag},\qquad
\langle G^s\rangle=\frac{\Gamma(a+s)}{\Gamma(a)\,a^s}.
\]

From part (d), the surviving and failed fractions are

\[
S=\left(1+\frac Ha\right)^{-a},\qquad F=1-S .
\]

From part (e), if severity is instead independent in \(M\) equal patches,

\[
S_M=\left(1+\frac{H}{Ma}\right)^{-Ma}.
\]

Part (e) also showed that \(\ln(1+y)-\frac{y}{1+y}\) is positive for \(y>0\).

The example has cell side 10 angstrom, film thickness 40 angstrom, device area \(10^8\) angstrom\(^2\), \(m=0.5\), \(a=1.5\) and \(\theta=0.035\) eV, so \(n=4\), \(\beta=2\) and \(N=10^6\). The simulation listed in the final output used the same \(a\), \(m\) and \(n\), but 400 columns.

Part (g), whose solution comes next, asks for the expansion of \(F\) to second order in \(H\) with a bound on the remainder, for the leading correction to \(e^{-H}\) when \(a\) is large, and when the spread of severities may be ignored.

**Solution.** For \(y\ge0\), Taylor's theorem gives

\[
0\le 1-e^{-y}-\left(y-\frac{y^2}{2}\right)\le\frac{y^3}{6},
\]

because the third derivative of \(1-e^{-y}\) is \(e^{-y}\), which lies between zero and one. Put \(y=GH\) and average, with \(\langle G\rangle=1\) and \(\langle G^2\rangle=1+1/a\):

\[
F=H-\frac12\left(1+\frac1a\right)H^2+R,\qquad
0\le R\le\frac{\langle G^3\rangle H^3}{6}.
\]

To first order only the mean severity matters. The spread first appears at second order, and it lowers \(F\).

For large \(a\) at fixed \(H\), expand the logarithm:

\[
-\ln S=a\ln\left(1+\frac Ha\right)=H-\frac{H^2}{2a}+O(a^{-2}),
\]

and therefore

\[
S=e^{-H}\left[1+\frac{H^2}{2a}+O(a^{-2})\right].
\]

The limit \(e^{-H}\) is the Poisson result for identical devices. For a small relative error in \(S\) its use requires \(H^2/(2a)\ll1\), so a large \(a\) is not sufficient if \(H\) is large as well. For a small failed fraction the condition is different: by the expansion of \(F\) above, the spread changes \(F\) by a relative amount of about \(H/(2a)\), so \(H\ll a\) is needed. At fixed \(a\) and \(H\to\infty\), the survival approaches the power law \((a/H)^a\) instead of an exponential. For \(a=1.5\) and \(H=10\) the surviving fraction is 0.047, against 0.00005 for identical devices.

### (h) The shape of the Weibull plot

**Question.** A Weibull plot shows \(W=\ln(-\ln S)\) against \(\ln t\). Find the slope, and show how it changes along the curve.

**Solution.** From the survival formula,

\[
W=\ln a+\ln\left[\ln\left(1+\frac Ha\right)\right].
\]

Since \(H\propto t^\beta\), \(dH/d\ln t=\beta H\). The chain rule gives

\[
\frac{dW}{d\ln t}=\frac{1}{\ln(1+H/a)}\cdot\frac{1/a}{1+H/a}\cdot\beta H
=\frac{\beta H}{(a+H)\ln(1+H/a)} .
\]

With \(y=H/a\) this is \(\beta\) divided by

\[
D(y)=\frac{(1+y)\ln(1+y)}{y}.
\]

As \(y\to0\), \(D\to1\) and the slope is \(\beta\). The derivative of \(D\) is

\[
D'(y)=\frac{y[\ln(1+y)+1]-(1+y)\ln(1+y)}{y^2}=\frac{y-\ln(1+y)}{y^2}>0 ,
\]

so the slope decreases steadily as \(H\) grows. The curve is concave, whereas identical devices with \(S=e^{-H}\) give \(W=\ln H\), a straight line of slope \(\beta\).

In the example the slope is 2.00 at \(F=10^{-6}\), 1.60 at \(F=0.5\) and 1.02 at \(F=0.9\). At the upper percentiles it thus gives a poor estimate of \(\beta\), which in this model is the number of cells in a column times \(m\).

### (i) Failure times and device area

**Question.** Find the time \(t_F\) at which a fraction \(F\) has failed, and evaluate it for \(F=10^{-6}\), 0.5 and 0.9. How do \(t_F\) and \(-\ln S\) change with device area?

**Solution.** Solve \((1+H/a)^{-a}=1-F\) for \(H\). Raising both sides to the power \(-1/a\) gives \(1+H/a=(1-F)^{-1/a}\), so

\[
H_F=a\left[(1-F)^{-1/a}-1\right],\qquad
\frac{t_F}{\tau}=\left(\frac{H_F}{N}\right)^{1/\beta}.
\]

At the median,

\[
H_{0.5}=1.5\,(2^{2/3}-1)=0.881,\qquad
\frac{t_{0.5}}{\tau}=\sqrt{\frac{0.881}{10^6}}=9.39\times10^{-4}.
\]

For \(F=0.9\),

\[
H_{0.9}=1.5\,(10^{2/3}-1)=5.46,\qquad
\frac{t_{0.9}}{\tau}=\sqrt{\frac{5.46}{10^6}}=2.34\times10^{-3}.
\]

For \(F=10^{-6}\), \(H_F\) is \(10^{-6}\) to the digits shown, and \(t_F/\tau=\sqrt{10^{-6}/10^{6}}=1.00\times10^{-6}\).

At the median time, a device of severity \(G=1\) has a column failure probability of \(0.881/10^6=8.8\times10^{-7}\). The cell defect probability is the fourth root of this, 0.031. About three cells in a hundred are defective, while a given column has failed with a probability below one in a million.

Now multiply the area by \(\kappa\), with the severity still shared by the whole device and \(a\) unchanged. The number of columns becomes \(\kappa N\), while \(H_F\) depends on \(F\) and \(a\) alone. Hence

\[
t_F\to\kappa^{-1/\beta}\,t_F
\]

at every \(F\). A hundredfold area shortens the times by \(100^{-1/2}=0.1\). On the Weibull plot the whole curve shifts horizontally.

The quantity \(-\ln S\) at fixed time does not scale with area. Doubling the area at \(H=1\) doubles \(H\), but

\[
\frac{-\ln S(2)}{-\ln S(1)}=\frac{\ln(1+2/1.5)}{\ln(1+1/1.5)}=1.66 .
\]

Two halves of such a device share one severity, so they do not survive independently, and the survival of the whole is not the product of the survivals of the halves.

If a larger area instead brings more independent patches, each with fixed mean hazard \(h=H/M\), then

\[
-\ln S_M=Ma\ln\left(1+\frac ha\right),
\]

which is proportional to \(M\) and hence to area. In that case the shape parameter \(Ma\) changes with area, so \(H_F\) changes too, and the horizontal rule fails unless \(-\ln(1-F)\ll Ma\), where \(H_F\) is close to \(-\ln(1-F)\) whatever the shape parameter. Within this model, data from several areas can thus distinguish shared from patchwise severity, but only if they reach percentiles where \(-\ln(1-F)\) is not small compared with \(a\). At low percentiles both cases give nearly the same shift.

### (j) The number of failed columns

**Question.** Let the stress continue after the first column has failed, and suppose that a failed column does not alter the stress on the others. Find the distribution of the number \(K\) of failed columns, its mean and its variance. Are failed devices more likely to hold several failed columns than in a population of identical devices with the same \(H\)?

**Solution.** At fixed severity, \(K\) is binomial with \(N\) trials and probability \(x/N\). For \(N\to\infty\) at fixed \(k\) and \(x\),

\[
\binom Nk\left(\frac xN\right)^k\left(1-\frac xN\right)^{N-k}\to\frac{x^k}{k!}\,e^{-x},
\]

because \(\binom Nk/N^k\to1/k!\). With \(x=gH\), the population average is

\[
P(K=k)=\frac{a^aH^k}{\Gamma(a)\,k!}\int_0^\infty g^{a+k-1}e^{-(a+H)g}\,dg .
\]

The integral equals \(\Gamma(a+k)/(a+H)^{a+k}\), so

\[
P(K=k)=\frac{\Gamma(a+k)}{\Gamma(a)\,k!}
\left(\frac{a}{a+H}\right)^a\left(\frac{H}{a+H}\right)^k .
\]

This is a negative binomial distribution, and \(P(0)=S\) as it must be. At fixed severity, both the mean and the variance of \(K\) are \(GH\). The total variance is the mean of the variance plus the variance of the mean:

\[
\langle K\rangle=H,\qquad {\rm var}(K)=\langle GH\rangle+{\rm var}(GH)=H+\frac{H^2}{a}.
\]

For \(H=2\) the variance is \(2+4/1.5=4.67\), compared with 2 for identical devices.

For the last question, compare successive probabilities:

\[
\frac{P(k+1)}{P(k)}=\frac{a+k}{k+1}\,\frac{H}{a+H},
\]

where identical devices have \(H/(k+1)\). The clustered ratio is larger when \((a+k)/(a+H)>1\), that is, for \(k>H\). If \(H<1\), this holds for every \(k\ge1\). Every higher number of failures is then more probable, relative to a single failure, than for identical devices, so the share of failed devices with several failed columns is larger. If \(H>1\), the ratio of two failures to one is smaller, but the ratios with \(k>H\) are still larger, and the share has to be computed.

At \(H=2\) the probabilities of none, one, and two or more failed columns are 0.281, 0.240 and 0.479. Among failed devices, the share with two or more is \(0.479/0.719=0.67\). For identical devices \(P(0)=0.135\) and \(P(1)=2\times0.135=0.271\), and the share is \(0.594/0.865=0.69\). A larger variance at the same mean therefore does not imply a larger share of multiple failures.

### (k) The spread of barriers, and the role of the gamma density

**Question.** Find the mean and standard deviation of the barrier shift implied by gamma-distributed severity. What changes if the shift is Gaussian, with the mean and variance of \(G\) kept the same?

**Solution.** From \(G=e^{-\beta\delta/\theta}\),

\[
\delta=-\frac\theta\beta\ln G .
\]

The cumulants of \(\ln G\) come from the logarithm of \(\langle e^{s\ln G}\rangle=\langle G^s\rangle\):

\[
C(s)=\ln\Gamma(a+s)-\ln\Gamma(a)-s\ln a .
\]

The first two derivatives at \(s=0\) are the mean and variance of \(\ln G\). With \(\psi=(\ln\Gamma)'\) and \(\psi_1=\psi'\), they are \(\psi(a)-\ln a\) and \(\psi_1(a)\). Hence

\[
\langle\delta\rangle=\frac\theta\beta\left[\ln a-\psi(a)\right],\qquad
{\rm sd}(\delta)=\frac\theta\beta\sqrt{\psi_1(a)} .
\]

In the example \(\theta/\beta=0.0175\) eV. The mean shift is 0.0065 eV and the standard deviation is 0.0169 eV, or \(6.2\times10^{-4}\) hartree. The mean is positive because the reference barrier was fixed by the average of an exponential, which weights low barriers more. A barrier spread of about half the thermal energy is enough for the variance \(1/a=0.67\) of the severity, since \(\beta\) multiplies \(\delta\) in the exponent.

If \(\delta\) is Gaussian, \(G\) is lognormal. Let \(\ln G\) have variance \(s^2\) and mean \(-s^2/2\). Then \(\langle G\rangle=1\) and \(\langle G^2\rangle=e^{s^2}\), so the variance of \(G\) is matched by \(s^2=\ln(1+1/a)\).

The expansion in part (g) used the gamma density only through the first two moments, so both populations have the same \(F\) through second order in \(H\). At \(H=0.01\) the failed fractions are 0.0099173 and 0.0099174.

At high percentiles they part. For the lognormal, split the average of \(e^{-GH}\) at \(G=H^{-1/2}\):

\[
S\le P\!\left(G<H^{-1/2}\right)+e^{-\sqrt H}.
\]

For large \(H\), the first term is a Gaussian tail in \(\ln H\), with leading exponent \(-(\ln H)^2/(8s^2)\). Both terms fall faster than any power of \(H\), whereas the gamma density gives \((a/H)^a\). At \(H=10\) the surviving fractions are already 0.047 for gamma and 0.016 for lognormal severity. A fit at low percentiles cannot test the gamma assumption. The upper tail separates the two densities when \(a\), \(\beta\) and \(\tau\) are held at the matched values, but a fit that leaves them free absorbs most of the difference: a gamma curve with \(a\approx3.5\), \(\beta\approx1.90\) and \(\tau\) about 6% longer follows this lognormal population within about 0.004 in \(S\) at all times. A test of the density therefore needs either independently known parameters or thousands of devices.

### (l) Projecting to one failure in a million

**Question.** The population of the example is projected to \(F=10^{-6}\) as if its devices were identical. One projection starts from the median and uses the true \(\beta\). Another extends the straight line through the 50% and 90% points of the Weibull plot. Find the sign and size of each error.

**Solution.** With \(-\ln S\propto t^\beta\), the first projection is

\[
t_1=t_{0.5}\left[\frac{-\ln(1-10^{-6})}{\ln2}\right]^{1/\beta}
=9.39\times10^{-4}\,\tau\sqrt{\frac{10^{-6}}{0.693}}
=1.13\times10^{-6}\,\tau .
\]

The true time is \(1.00\times10^{-6}\,\tau\), so the projection is 13% too long. At \(t_1\) the failed fraction is already \(1.27\times10^{-6}\).

The sign holds for any \(F<0.5\). Dividing \(t_1\) by the true \(t_F=t_{0.5}(H_F/H_{0.5})^{1/\beta}\) gives

\[
\frac{t_1}{t_F}=\left[\frac{H_{0.5}/\ln2}{H_F/(-\ln(1-F))}\right]^{1/\beta}.
\]

Numerator and denominator are both values of \(H/(-\ln S)=y/\ln(1+y)\), with \(y=H/a\). This function increases with \(y\), because its derivative has the sign of \(\ln(1+y)-y/(1+y)\), shown positive in part (e). The median has the larger \(y\), so the ratio exceeds one and the projection is optimistic.

For the second projection, the apparent exponent is

\[
\beta_{\rm line}=\frac{\ln(\ln10/\ln2)}{\ln(t_{0.9}/t_{0.5})}
=\frac{1.201}{0.912}=1.32 .
\]

It lies between the local slopes 1.60 and 1.02 at the two points, as it must. The projected time is

\[
t_2=t_{0.5}\left(\frac{10^{-6}}{0.693}\right)^{1/1.316}=3.4\times10^{-8}\,\tau ,
\]

which is 29 times too short. The sign follows from part (h): the curve is concave, so the extension of a chord to earlier times lies above it. The line therefore predicts too many early failures, and it reaches a given small \(F\) too soon.

The two errors have opposite signs and very different sizes. In this example the right exponent with the wrong distribution shifts the time by only 13%, whereas an exponent read from the bent part of the curve is applied over more than thirteen units of \(W\). The first error is not always small: at low \(F\) the factor tends to \((H_{0.5}/\ln2)^{1/\beta}\), which grows as \(a\) or \(\beta\) decreases. These figures belong to the gamma density, to the stated parameters and to noise-free percentiles; sampling error in measured failure times would come on top. The numerical output below lists the values with more digits.

## Numbers as computed

```
cell side = 10.0 angstrom
film thickness = 40.0 angstrom
device area = 1.000e+08 angstrom^2
cells per column n = 4; columns N = 1.000e+06
m = 0.5; beta = 2.0; gamma shape a = 1.5
theta = k_B T = 0.0350 eV
largest |quadrature - formula| for S = 1.3e-11
bound on finite-column survival error = 5.413e-07
F = 1e-06: H = 1e-06, t/tau = 1.00000e-06, Weibull slope = 2.0000
F = 0.5: H = 0.881102, t/tau = 9.38670e-04, Weibull slope = 1.6016
F = 0.9: H = 5.46238, t/tau = 2.33717e-03, Weibull slope = 1.0222
at median, G = 1: column failure probability = 8.8110e-07
at median, G = 1: cell defect probability = 0.03064
H = 1: S clustered = 0.46476, S Poisson = 0.36788, mean G of survivors = 0.6000
H = 2: S clustered = 0.28057, S Poisson = 0.13534, mean G of survivors = 0.4286
H = 10: S clustered = 0.04711, S Poisson = 0.00005, mean G of survivors = 0.1304
simulation: columns = 400, devices = 20000, H = 2
shared severity: S simulated = 0.2807, formula = 0.2806
4 patches: S simulated = 0.1762, formula = 0.1780
area x100: median time ratio = 0.10000
area x2 from H = 1: ratio of -ln S = 1.6587
failed columns at H = 2: mean = 2.0000, variance = 4.6667
P(0) = 0.28057, P(1) = 0.24049, P(2 or more) = 0.47895
mean barrier shift = 0.00646 eV
barrier standard deviation = 0.01692 eV = 6.2180e-04 hartree
H = 0.01: F gamma = 0.00991731, F lognormal = 0.00991743
H = 10: S gamma = 0.04711, S lognormal = 0.01597
Poisson from median, true beta: t/tau = 1.12746e-06
  projected/true time = 1.1275, actual F there = 1.2712e-06
line through 50% and 90%: apparent beta = 1.3161
  projected t/tau = 3.42267e-08, true/projected time = 29.217
```
